**Activation energy from two trap emission times**

The program tests the law $1/\tau=\gamma\sigma T^2e^{-E_a/kT}$, where $\tau$ is the emission time, $\sigma$ the capture cross-section, $E_a$ the apparent activation energy and $\gamma=16\pi mk^2/h^3$ for electron mass $m$. For 1 s at 300 K and 0.01 s at 350 K it gives $E_a=0.78$ eV, against 0.83 eV from a plain Arrhenius law. It asserts that emission rates built from equilibrium capture integrals reproduce both times, and that root finding on those rates recovers the same energy. Further assertions cover the excess Arrhenius slope, the propagation of timing errors by random sampling, the recapture density and the non-parabolic band factor. The Coulomb barrier lowering is compared with a numerical maximum, and the triangular-barrier action with direct quadrature. The tunnelling enhancement itself is an estimate with a constant energy weight. The output shows that 10 K of self-heating or a field of 0.1 to 0.3 MV/cm changes the inferred energy by 0.03 to 0.14 eV, while non-parabolicity changes it by less than 1 meV.

## Numerical verification

```python
# Result under test: a trap with emission time tau obeys
#   1/tau = gamma * sigma * T^2 * exp(-Ea/(k T)),  gamma = 16 pi m k^2 / h^3,
# so Ea = k ln(tau1 T1^2 / (tau2 T2^2)) / (1/T1 - 1/T2).
# Ea: apparent activation energy (eV), sigma: capture cross-section (m^2),
# m: electron mass (kg), T: temperature (K), F: electric field (V/m).
# Band edge is the energy zero; the trap lies at -Ea; degeneracy ratio is one.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

q, h, hbar, kB = const.e, const.h, const.hbar, const.k
k_eV = kB / q
T1, T2, tau1, tau2 = 300.0, 350.0, 1.0, 0.01
mass_ratio, eps_r, gap, breakdown = 0.20, 9.0, 3.4, 3.0
m = mass_ratio * const.m_e
inverse_T = 1 / T1 - 1 / T2


def extract(ta, tb, Ta, Tb):
    return k_eV * np.log(ta * Ta**2 / (tb * Tb**2)) / (1 / Ta - 1 / Tb)


def band_integral(T, mu, with_speed):
    """Integral of DOS * Fermi function, optionally times electron speed."""
    def integrand(x):
        E = x * kB * T
        dos = 4 * np.pi * (2 * m)**1.5 * np.sqrt(E) / h**3
        speed = np.sqrt(2 * E / m) if with_speed else 1.0
        return dos * speed / (1 + np.exp(x - mu / (k_eV * T))) * kB * T
    # Splitting off the scale keeps the quadrature accurate for tiny densities.
    scale = integrand(1.0)
    return scale * quad(lambda x: integrand(x) / scale, 0, 60,
                        epsabs=1e-11, epsrel=1e-10, limit=200)[0]


def balanced_rate(T, energy, cross_section):
    """Emission rate from equilibrium capture, Fermi level 0.4 eV below band."""
    mu = -0.4
    y = (-energy - mu) / (k_eV * T)
    filled, empty = 1 / (1 + np.exp(y)), 1 / (1 + np.exp(-y))
    return cross_section * band_integral(T, mu, True) * empty / filled


Ea = extract(tau1, tau2, T1, T2)
plain = k_eV * np.log(tau1 / tau2) / inverse_T
gamma = 16 * np.pi * m * kB**2 / h**3
sigma = np.exp(Ea / (k_eV * T1)) / (gamma * T1**2 * tau1)

# Rates from the capture integral reproduce both input times.
for T, tau in ((T1, tau1), (T2, tau2)):
    assert abs(balanced_rate(T, Ea, sigma) * tau - 1) < 3e-6
# Energy recovered by root finding, without the extraction formula.
Ea_root = brentq(lambda E: np.log(balanced_rate(T2, E, sigma)
                 / balanced_rate(T1, E, sigma)) - np.log(tau1 / tau2), 0.5, 1.1)
assert abs(Ea_root - Ea) < 1e-6
assert abs(Ea - 0.78) < 0.005

# Plain Arrhenius slope: local and finite-interval excess.
T_star = np.log(T2 / T1) / inverse_T
dT = 0.5
local_slope = k_eV * np.log(balanced_rate(T_star + dT, Ea, sigma)
                           / balanced_rate(T_star - dT, Ea, sigma)) \
    / (1 / (T_star - dT) - 1 / (T_star + dT))
assert abs(local_slope - (Ea + 2 * k_eV * T_star)) < 1e-5
plain_from_rates = k_eV * np.log(balanced_rate(T2, Ea, sigma)
                                / balanced_rate(T1, Ea, sigma)) / inverse_T
assert abs(plain_from_rates - (Ea + 2 * k_eV * T_star)) < 1e-6
sigma_inflation = np.exp(2 * T_star / T1)
sigma_plain = np.exp(plain / (k_eV * T1)) / (gamma * T1**2 * tau1)
assert abs(sigma_plain / sigma / sigma_inflation - 1) < 1e-10

# Extrapolation to a hot operating temperature.
T_hot = 425.0
tau_hot = 1 / (gamma * sigma * T_hot**2 * np.exp(-Ea / (k_eV * T_hot)))
assert abs(tau_hot * balanced_rate(T_hot, Ea, sigma) - 1) < 2e-5
tau_hot_plain = tau1 * np.exp(plain / k_eV * (1 / T_hot - 1 / T1))

# Timing errors: linear propagation against random sampling.
timing_error = 0.10
lever = k_eV / inverse_T
dEa = np.sqrt(2) * timing_error * lever
b = lever / (k_eV * T1)
dlnsigma = timing_error * np.hypot(b - 1, b)
rng = np.random.default_rng(4)
s1 = tau1 * np.exp(timing_error * rng.standard_normal(40000))
s2 = tau2 * np.exp(timing_error * rng.standard_normal(40000))
E_samples = extract(s1, s2, T1, T2)
lnsigma_samples = E_samples / (k_eV * T1) - np.log(gamma * T1**2 * s1)
assert abs(E_samples.std() / dEa - 1) < 0.03
assert abs(lnsigma_samples.std() / dlnsigma - 1) < 0.03

# Self-heating shifts both true temperatures.
power, thermal_resistance = 1.0, 10.0
heating = power * thermal_resistance
Ea_heated = extract(tau1, tau2, T1 + heating, T2 + heating)

# Recapture: density at which capture balances emission.
Nc = 2 * (2 * np.pi * m * kB * T1 / h**2)**1.5
mean_speed = np.sqrt(8 * kB * T1 / (np.pi * m))
n_balance = Nc * np.exp(-Ea / (k_eV * T1))
assert abs(band_integral(T1, -Ea, False) / n_balance - 1) < 1e-6
assert abs(sigma * mean_speed * n_balance * tau1 - 1) < 1e-8

# Non-parabolic band: hbar^2 k^2/(2m) = E(1 + alpha E).
alpha = (1 - mass_ratio)**2 / gap


def flux_factor(T):
    def integrand(x, a):
        E = x * k_eV * T
        def wave(e):
            return np.sqrt(2 * m * q * e * (1 + a * e)) / hbar
        step = 1e-4 * E
        dk_dE = (wave(E + step) - wave(E - step)) / (2 * step * q)
        dos = wave(E)**2 * dk_dE / np.pi**2
        speed = 1 / (hbar * dk_dE)
        return dos * speed * np.exp(-x) / 1e50
    values = [quad(integrand, 1e-9, 50, args=(a,), epsabs=0,
                   epsrel=1e-8, limit=200)[0] for a in (alpha, 0.0)]
    return values[0] / values[1]


for T in (T1, T2):
    assert abs(flux_factor(T) - (1 + 2 * alpha * k_eV * T)) < 1e-6
band_shift = lever * np.log((1 + 2 * alpha * k_eV * T1)
                            / (1 + 2 * alpha * k_eV * T2))
heavier_mass = 0.22
sigma_heavier = sigma * mass_ratio / heavier_mass


def tunnelling_factor(T, energy, F):
    """Rate enhancement by thermally assisted tunnelling, triangular barrier."""
    c = 4 * np.sqrt(2 * m) * (kB * T)**1.5 / (3 * hbar * q * F)
    return 1 + quad(lambda z: np.exp(z - c * z**1.5), 0,
                    energy / (k_eV * T), limit=200)[0]


field_rows = []
for F in (1e7, 3e7):
    # Coulomb barrier: numerical maximum of the potential energy in eV.
    coulomb = q / (4 * np.pi * const.epsilon_0 * eps_r)
    top = minimize_scalar(lambda r: coulomb / (r * 1e-9) + F * r * 1e-9,
                          bounds=(0.2, 50), method="bounded")
    lowering = np.sqrt(q * F / (np.pi * const.epsilon_0 * eps_r))
    assert abs(top.fun - lowering) < 1e-6
    # Triangular barrier: tunnelling action by direct quadrature.
    depth = 0.1 * q
    width = depth / (q * F)
    action = 2 * width * quad(
        lambda s: np.sqrt(2 * m * depth * (1 - s)) / hbar / 1e9, 0, 1)[0] * 1e9
    assert abs(action / (4 * np.sqrt(2 * m) * depth**1.5
                         / (3 * hbar * q * F)) - 1) < 1e-6
    Ea_tunnel = brentq(lambda E: E - Ea - lever * np.log(
        tunnelling_factor(T1, E, F) / tunnelling_factor(T2, E, F)), 0.5, 1.3)
    field_rows.append((F / 1e8, lowering, top.x,
                       tunnelling_factor(T1, Ea_tunnel, F),
                       tunnelling_factor(T2, Ea_tunnel, F), Ea_tunnel))

print(f"Temperatures: {T1:.0f} K and {T2:.0f} K")
print(f"Emission times: {tau1:.2f} s and {tau2:.2f} s")
print(f"Boltzmann constant: {k_eV:.6e} eV/K")
print(f"ln(tau1/tau2): {np.log(tau1 / tau2):.5f}")
print(f"ln(T1^2/T2^2): {2 * np.log(T1 / T2):.5f}")
print(f"Sum of logarithms: {np.log(tau1*T1**2/(tau2*T2**2)):.5f}")
print(f"1/T1 - 1/T2: {inverse_T:.5e} 1/K")
print(f"k/(1/T1 - 1/T2): {lever:.5f} eV")
print(f"Activation energy with T^2: {Ea:.4f} eV = {Ea*q*1e19:.4f}e-19 J")
print(f"Activation energy by root finding: {Ea_root:.4f} eV")
print(f"Plain Arrhenius energy: {plain:.4f} eV")
print(f"Excess of plain energy: {plain - Ea:.4f} eV")
print(f"Effective temperature T*: {T_star:.2f} K")
print(f"Electron mass: {mass_ratio:.2f} free-electron masses")
print(f"gamma: {gamma * 1e-4:.4e} 1/(cm2 s K2)")
print(f"Nc at T1: {Nc * 1e-6:.3e} 1/cm3")
print(f"Mean speed at T1: {mean_speed * 100:.3e} cm/s")
print(f"Ea/(k T1): {Ea / (k_eV * T1):.3f}")
print(f"Apparent cross-section: {sigma * 1e4:.3e} cm2")
print(f"Cross-section if plain energy is used: {sigma_plain*1e4:.3e} cm2")
print(f"Inflation factor of cross-section: {sigma_inflation:.2f}")
print(f"Emission time at {T_hot:.0f} K, T^2 law: {tau_hot*1e6:.1f} us")
print(f"Emission time at {T_hot:.0f} K, plain law: {tau_hot_plain*1e6:.1f} us")
print(f"Assumed relative timing error: {timing_error:.2f}")
print(f"Resulting energy error: {dEa:.4f} eV")
print(f"Resulting error of ln(sigma): {dlnsigma:.3f}")
print(f"Resulting factor on sigma: {np.exp(dlnsigma):.2f}")
print(f"Power density: {power:.1f} W/mm")
print(f"Thermal resistance: {thermal_resistance:.1f} K mm/W")
print(f"Self-heating: {heating:.1f} K")
print(f"Energy with heated temperatures: {Ea_heated:.4f} eV")
print(f"Shift from self-heating: {Ea_heated - Ea:.4f} eV")
print(f"Recapture balance density at T1: {n_balance * 1e-6:.3e} 1/cm3")
print(f"Band gap: {gap:.1f} eV; alpha: {alpha:.4f} 1/eV")
print(f"Energy shift from non-parabolicity: {band_shift * 1000:.3f} meV")
print(f"Cross-section for mass {heavier_mass:.2f}: {sigma_heavier*1e4:.3e} cm2")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Breakdown field: {breakdown:.1f} MV/cm")
for field, lowering, radius, f1, f2, energy in field_rows:
    print(f"Field: {field:.1f} MV/cm; fraction of breakdown: "
          f"{field / breakdown:.3f}")
    print(f"  Coulomb lowering: {lowering:.4f} eV at {radius:.2f} nm")
    print(f"  Zero-field depth, Coulomb trap: {Ea + lowering:.4f} eV")
    print(f"  Tunnelling factors at T1, T2: {f1:.3f}, {f2:.3f}")
    print(f"  Energy corrected for tunnelling: {energy:.4f} eV")
print("verified")
```

It prints:

```
Temperatures: 300 K and 350 K
Emission times: 1.00 s and 0.01 s
Boltzmann constant: 8.617333e-05 eV/K
ln(tau1/tau2): 4.60517
ln(T1^2/T2^2): -0.30830
Sum of logarithms: 4.29687
1/T1 - 1/T2: 4.76190e-04 1/K
k/(1/T1 - 1/T2): 0.18096 eV
Activation energy with T^2: 0.7776 eV = 1.2458e-19 J
Activation energy by root finding: 0.7776 eV
Plain Arrhenius energy: 0.8334 eV
Excess of plain energy: 0.0558 eV
Effective temperature T*: 323.72 K
Electron mass: 0.20 free-electron masses
gamma: 6.0005e+20 1/(cm2 s K2)
Nc at T1: 2.244e+18 1/cm3
Mean speed at T1: 2.406e+07 cm/s
Ea/(k T1): 30.078
Apparent cross-section: 2.140e-13 cm2
Cross-section if plain energy is used: 1.852e-12 cm2
Inflation factor of cross-section: 8.65
Emission time at 425 K, T^2 law: 71.7 us
Emission time at 425 K, plain law: 76.3 us
Assumed relative timing error: 0.10
Resulting energy error: 0.0256 eV
Resulting error of ln(sigma): 0.922
Resulting factor on sigma: 2.51
Power density: 1.0 W/mm
Thermal resistance: 10.0 K mm/W
Self-heating: 10.0 K
Energy with heated temperatures: 0.8282 eV
Shift from self-heating: 0.0507 eV
Recapture balance density at T1: 1.943e+05 1/cm3
Band gap: 3.4 eV; alpha: 0.1882 1/eV
Energy shift from non-parabolicity: -0.290 meV
Cross-section for mass 0.22: 1.945e-13 cm2
Relative permittivity: 9.0
Breakdown field: 3.0 MV/cm
Field: 0.1 MV/cm; fraction of breakdown: 0.033
  Coulomb lowering: 0.0800 eV at 4.00 nm
  Zero-field depth, Coulomb trap: 0.8576 eV
  Tunnelling factors at T1, T2: 2.552, 2.179
  Energy corrected for tunnelling: 0.8062 eV
Field: 0.3 MV/cm; fraction of breakdown: 0.100
  Coulomb lowering: 0.1386 eV at 2.31 nm
  Zero-field depth, Coulomb trap: 0.9161 eV
  Tunnelling factors at T1, T2: 12.548, 7.444
  Energy corrected for tunnelling: 0.8721 eV
verified
```
